# A Wilson-mass Dirac discretization for nanotube transistors without spurious carriers

A gate wrapped around a semiconducting nanotube sets the channel charge, and that charge in turn screens the gate. A solver must therefore count the electrons correctly. If the nanotube's Dirac equation is put on a mesh with central differences, the count at a fixed potential comes out twice too large, and refining the mesh does not help. This note locates the extra carriers, removes them, and restores second-order accuracy.

## Model

For one subband, with energies in eV and lengths in nm,

$$H=-i\hbar v\,\sigma_x\partial_x+\Delta\sigma_z+U(x),\qquad \Delta>0 .$$

The two components of $\psi$ are envelope amplitudes, $U$ is the local midgap energy, and $\Delta$ is constant. Transverse wave vectors on a tube of diameter $d$ are spaced by $2/d$. In a semiconducting tube the nearest one misses the Dirac point by a third of this spacing, so $\Delta=2\hbar v/(3d)$; the next misses by two thirds and gives $2\Delta$.

For constant $U$ and a wave $e^{ikx}$, $\sigma_x$ and $\sigma_z$ anticommute, so the cross terms in $(H-U)^2$ cancel:

$$(E-U)^2=\Delta^2+\hbar^2v^2k^2 .$$

With degeneracy $g=4$ (two spins, two valleys) and Fermi function $f$, the conduction electrons per length are

$$n=g\int_{-\infty}^{\infty}\frac{dk}{2\pi}f=\frac g\pi\int_0^\infty f\,dk .$$

The example uses $\hbar v=0.55$ eV nm, a (17,0) tube with $d=1.331$ nm, and 300 K. Then $\Delta=2(0.55)/(3\times1.331)=0.275$ eV.

## Where the extra carriers sit

On sites $x_j$ with spacing $a$, replace $\partial_x\psi$ by $(\psi_{j+1}-\psi_{j-1})/2a$. With $\theta=ka$, this turns $\hbar vk$ into $(\hbar v/a)\sin\theta$. Since $\sin(\pi-\theta)=\sin\theta$, each state near $k=0$ has a partner of equal energy, hence equal occupation, near $k=\pi/a$. Half the carriers have $|k|>\pi/2a$.

The doubling survives any scalar potential. Let $S=(-1)^j\sigma_z$, so $S^2=1$. In $SHS$ a hop between neighbours gains $-1$ from the site factor and another from $\sigma_z\sigma_x\sigma_z=-\sigma_x$, so it is unchanged. The on-site terms commute with $S$. Thus $H$ splits into two uncoupled chains (on a ring, the number of sites must be even). One carries the upper component on even sites and the lower on odd sites; the other does the reverse. In each, a component is differentiated using two neighbours $2a$ apart, which is a consistent difference formula. For smooth $U$ both chains tend to the same Dirac equation, and the total transmission tends to $2T$.

At a source Fermi level 0.10 eV above the band edge, the continuum density is 0.5760 per nm. Central differences give 1.1601 at $a=0.4$ nm and 1.1540 at 0.2 nm, or 2.014 and 2.003 times the continuum value. The small excess over two arises because $|\sin\theta|<|\theta|$ lowers the band and admits more states. The share at $|k|>\pi/2a$ is 0.5000.

## The Wilson term

Add $-\tfrac12rt\,\sigma_z(\psi_{j+1}-2\psi_j+\psi_{j-1})$, where $t$ is the hopping energy, for now $\hbar v/a$. On a plane wave this is $rt(1-\cos\theta)\sigma_z$: small near $k=0$, and $2rt\sigma_z$ at the boundary. The blocks are

$$D_j=(\Delta+rt)\sigma_z+U_j,\qquad W=H_{j,j+1}=-\tfrac t2(i\sigma_x+r\sigma_z),$$

and $H_{j+1,j}=W^\dagger$. As a check of signs, $We^{i\theta}+W^\dagger e^{-i\theta}=t\sin\theta\,\sigma_x-rt\cos\theta\,\sigma_z$.

Set $U=0$ and $u=1-\cos\theta$. Then $\sin^2\theta=1-(1-u)^2=2u-u^2$, and

$$E^2=t^2(2u-u^2)+(\Delta+rtu)^2=\Delta^2+2t(t+r\Delta)u+(r^2-1)t^2u^2 .$$

At $u=2$ this is $(\Delta+2rt)^2$, so the false band edge has moved up by $2rt$.

**How large must $r$ be?** The slope

$$\frac{dE^2}{du}=2t\,[\,t+r\Delta+(r^2-1)tu\,]$$

is linear in $u$ and positive at $u=0$ for $r\ge0$. The band therefore rises all the way to the boundary if the slope is not negative at $u=2$:

$$(2r^2-1)t+r\Delta\ge0,\qquad r\ge\frac{-\Delta+\sqrt{\Delta^2+8t^2}}{4t}.$$

For $a=0.4$ nm, $t=1.375$ eV and the limit is $r=0.659$. A smaller positive $r$ still lifts the partners but leaves a local minimum at the boundary. The choice $r=1$ satisfies the condition for every mesh.

## One chain instead of two

At $r=1$ the model simplifies in the eigenvectors $e_\pm=(1,\pm i)/\sqrt2$ of $\sigma_y$. Direct multiplication gives $\sigma_ze_\pm=e_\mp$, $\sigma_xe_+=ie_-$ and $\sigma_xe_-=-ie_+$. Hence

$$We_+=-\tfrac t2(i\cdot i+1)e_-=0,\qquad We_-=-\tfrac t2(1+1)e_+=-te_+ .$$

Writing $\psi_j=p_je_++m_je_-$,

$$(E-U)p_j=(\Delta+t)m_j-tm_{j+1},$$
$$(E-U)m_j=(\Delta+t)p_j-tp_{j-1}.$$

This is a single chain $\ldots,m_j,p_j,m_{j+1},\ldots$ with alternating hops $\Delta+t$ and $-t$. Its natural spacing is $a/2$: place $m_j$ at $x_j-a/4$ and $p_j$ at $x_j+a/4$.

**Velocity error.** Expand the first equation about the position $X$ of $p_j$, where $m_j=m(X-a/2)$ and $m_{j+1}=m(X+a/2)$:

$$(E-U)p=\Delta m-\frac a2(2t+\Delta)m'+\frac{\Delta a^2}{8}m''+O(a^2).$$

The last symbol covers the third-derivative term, since $t\sim1/a$. The second equation gives $\Delta p+\frac a2(2t+\Delta)p'$ to the same order. In this basis the continuum equations are $(E-U)p=\Delta m-\hbar vm'$ and $(E-U)m=\Delta p+\hbar vp'$. The mesh has therefore replaced $\hbar v$ by $ta+\Delta a/2$. With $t=\hbar v/a$ the error is $\Delta a/2$, of first order.

**Matched hopping.** At $r=1$, $E^2=\Delta^2+2t(t+\Delta)u$ with $u=2\sin^2(\theta/2)$. Demand

$$t(t+\Delta)=\left(\frac{\hbar v}{a}\right)^2,\qquad t=-\frac\Delta2+\sqrt{\left(\frac{\hbar v}{a}\right)^2+\frac{\Delta^2}{4}} .$$

Then $\frac a2(2t+\Delta)=\sqrt{(\hbar v)^2+(\Delta a/2)^2}=\hbar v+O(a^2)$, and

$$E^2=\Delta^2+4\left(\frac{\hbar v}{a}\right)^2\sin^2\frac{ka}2=\Delta^2+\hbar^2v^2k^2\left(1-\frac{k^2a^2}{12}+\cdots\right).$$

The formula also holds for imaginary $k$, so decay inside the gap is second-order accurate too.

**Sampling error.** If both components use $U(x_j)$, then $p$ at $X$ sees $U(X-a/4)$ and $m$ at $X$ sees $U(X+a/4)$. The leading error is $-(a/4)U'\sigma_y$, again first order. The cure is to sample where the components live:

$$U_j=U(x_j+\tfrac a4)\frac{1+\sigma_y}2+U(x_j-\tfrac a4)\frac{1-\sigma_y}2 .$$

The sign of this error in a well can be predicted. The Dirac equation gives $\psi'=(i/\hbar v)\sigma_x(E-U-\Delta\sigma_z)\psi$. In the derivative of $\rho=\psi^\dagger\psi$ the scalar part cancels, leaving

$$\rho'=-\frac{i\Delta}{\hbar v}\psi^\dagger(\sigma_x\sigma_z-\sigma_z\sigma_x)\psi=-\frac{2\Delta}{\hbar v}\psi^\dagger\sigma_y\psi .$$

For normalized $\psi$, first-order perturbation theory then gives

$$\delta E=-\frac a4\int U'\psi^\dagger\sigma_y\psi\,dx=\frac{\hbar va}{8\Delta}\int U'\rho'\,dx .$$

In a symmetric well whose level has its density falling away from the centre, $U'$ and $\rho'$ have opposite signs, so the level is too low.

## Transmission algorithm

**Leads.** Let $\alpha$ be the hop from a lead's surface inward and $\beta$ its reverse, and let $z=E+i\eta$. Away from the surface, the Green-function column $G_n$ obeys $(z-D)G_n=\beta G_{n-1}+\alpha G_{n+1}$. Solve this for odd $n$ with $q=(z-D)^{-1}$ and insert it into the even equations. The result has the same form with twice the spacing: the surface block gains $\alpha q\beta$, the bulk block gains $\alpha q\beta+\beta q\alpha$, and the hops become $\alpha q\alpha$ and $\beta q\beta$. Repeat until the hops vanish. The surface functions $g_L,g_R$ give

$$\Sigma_L=W^\dagger g_LW,\qquad \Sigma_R=Wg_RW^\dagger,\qquad \Gamma=i(\Sigma-\Sigma^\dagger).$$

**Channel.** Let $g_{j-1}$ be the last diagonal block and $P_{j-1}$ the last-to-first block of the Green function before site $j$ is attached. Attaching it gives

$$(E-D_j)G_{j1}=W^\dagger G_{j-1,1},\qquad G_{j-1,1}=P_{j-1}+g_{j-1}WG_{j1}.$$

Eliminating $G_{j-1,1}$ yields $P_j=g_jW^\dagger P_{j-1}$ with $g_j=(E-D_j-W^\dagger g_{j-1}W)^{-1}$.

**Current.** Waves arriving from the left lead have spectral matrix $G\Gamma_LG^\dagger$ in the channel, because $\Gamma_L$ is the lead's spectral matrix carried across the contact by $W$. The non-Hermitian part of $\Sigma_R$ drains a state $\psi$ at the rate $\psi^\dagger\Gamma_R\psi/\hbar$. Dividing the spectral matrix by $2\pi$ to count states per energy gives a flow $T/h$, with

$$T=\mathrm{Tr}(\Gamma_RP_N\Gamma_LP_N^\dagger),\qquad I=\frac{ge}{h}\int T(f_S-f_D)\,dE .$$

```
t = -Delta/2 + sqrt((hv/a)^2 + Delta^2/4)
W = -(t/2)*(i*sx + sz)
D[j] = (Delta+t)*sz + U(x[j]+a/4)*(1+sy)/2
                    + U(x[j]-a/4)*(1-sy)/2
for each energy E:
    SL, SR = lead self-energies by decimation
    g = inv(E - D[1] - SL);  P = g
    for j = 2..N:
        M = E - D[j] - W^† g W
        if j == N: M = M - SR
        g = inv(M);  P = g W^† P
    T(E) = trace(GammaR P GammaL P^†)
```

The work is proportional to the number of sites times the number of energies, with $2\times2$ blocks throughout. If only $T$ is wanted, storage need not grow with $N$. In a propagating lead of group velocity $v_g$, $\eta$ gives $k$ an imaginary part $\eta/\hbar v_g$. The hops die once $2^s\eta a/\hbar v_g\gg1$, so the number $s$ of doublings grows only logarithmically as $\eta$ falls. Keep $\eta$ well below the distance to the lead band edge.

## Convergence

**Uniform tube.** With $t=\hbar v/a$, the small-$k$ dispersion is $E^2=\Delta^2+\hbar^2v^2k^2(1+\Delta a/\hbar v)$. At $a=0.4$ nm, $\Delta a/\hbar v=0.200$, so the wave vector at fixed energy shrinks by $1/\sqrt{1.200}=0.913$. The computed density ratio is $0.5265/0.5760=0.914$. Matching reduces the error from $-8.6\%$ to $+0.17\%$, relative to the continuum. Halving $a$ gives observed orders 0.89 and 2.01.

**Bound level.** A Gaussian well of depth 0.30 eV and standard deviation 1.5 nm has a level at 0.1247 eV above the outside midgap, found by integrating the continuum equation. The mesh errors are:

| Scheme, $r=1$ | $a=0.2$ nm | $a=0.1$ nm |
|---|---:|---:|
| $t=\hbar v/a$, site $U$ | 2.91 meV | 1.49 meV |
| matched $t$, site $U$ | −2.07 meV | −1.05 meV |
| matched $t$, shifted $U$ | −0.018 meV | −0.004 meV |

The negative sign in the second row is the one predicted above. Matching alone lowers the level by 4.98 meV at $a=0.2$ nm, so in the first row the velocity and sampling errors partly cancel. Both corrections are needed for second order.

**Transistor.** The midgap energy follows smooth tanh steps of width parameter 2 nm at the ends of a 15 nm channel. Measured from the source Fermi level, the conduction edge is at $-0.10$ eV in the source, nominally 0.02 eV in the channel, and $-0.50$ eV in the drain at 0.40 V bias. Overlapping tails put the barrier top at 0.0197 eV. This profile is held fixed in every comparison.

Direct integration of the continuum equation gives $I=1.309$ µA. Central differences give 2.617 µA at $a=0.4$ nm and 2.618 µA at 0.1 nm: they converge, to twice the answer. The uncorrected Wilson scheme gives 1.290 and 1.304 µA, errors of $-1.5\%$ and $-0.4\%$; the corrected one gives 1.310 and 1.309 µA. The current hides larger local errors. At $a=0.4$ nm the largest error in $T(E)$ is 0.076 without the corrections and 0.0004 with them.

If $T$ were a step at the barrier top $E_b$, the current would be $(4e/h)kT\ln(1+e^{-E_b/kT})$. With $4e^2/h=155$ µS and $kT=0.02585$ eV, this is $155\times0.02585\times0.383=1.53$ µA. The quantum current is 15% lower, although 11% of it flows below the top. Reflection above the barrier thus removes more current than tunnelling adds.

## What the gate makes of the error

Let $\phi$, in volts, be the depth of midgap below the Fermi level in a uniform gated tube. For gate voltage $V_G$, measured from midgap alignment, and insulator capacitance $C$ per length,

$$C(V_G-\phi)=en(\phi).$$

Suppose the mesh doubles $n(\phi)$. The right side rises with $\phi$ and the left side falls, so the solution moves to a smaller $\phi$. The charge $C(V_G-\phi)$ is then larger than the true one, but it is less than doubled because $n$ is evaluated at the smaller $\phi$. For large $C$ the gate pins $\phi$ and the factor approaches two. For small $C$, with $V_G$ above the band edge, the tube is nearly empty and $n$ is exponential in $\phi$. While this exponential form holds, doubling shifts $\phi$ by at most $(kT/e)\ln2=18$ mV, so the charge $C(V_G-\phi)$ grows by at most the fraction $18\ \mathrm{mV}/(V_G-\phi)$, with $\phi$ the true value. The form needs the Fermi level several $kT$ below the band edge; nearer the edge $n$ grows more slowly and the shift exceeds the bound, reaching 19 mV at $V_G=0.5$ V and $C=0.05$ nF/m, where the Fermi level is 25 meV below the edge. This is small when $V_G-\phi$ is several tenths of a volt.

For a 3 nm oxide of relative permittivity 16, $C=0.522$ nF/m. At $V_G=0.50$ V the continuum gives $\phi=0.351$ V and 0.484 electrons per nm; central differences at $a=0.2$ nm give 0.311 V and 0.616 per nm. The overcount is 1.27. A modest charge error in a self-consistent run can therefore conceal a full doubling of states.

## Failure modes

- **Wrong sign of $r$.** With $\Delta>0$ and $r=-1$, conjugation by $\sigma_x$ gives the $r=1$ chain with mass $-\Delta$. At $E=0$ its hard left end allows $m_{j+1}=(1-\Delta/t)m_j$, which decays when $0<\Delta<2t$. The right end has a mirror state. An open chain of 100 sites at $a=0.4$ nm has two midgap states for $r=-1$ and none for $r=1$. If a valley is written with negative $\Delta$, use $r=-1$, replace $\Delta$ by $|\Delta|$ in the formula for the matched $t$, and exchange the shifts $+a/4$ and $-a/4$ in $U_j$, because conjugation by $\sigma_x$ also reverses $\sigma_y$.
- **Mesh too coarse in the drain.** At the barrier-top energy, the distance from drain midgap is $0.0197+0.50+0.2754=0.795$ eV, so $k=\sqrt{0.795^2-0.275^2}/0.55=1.36$ nm$^{-1}$. The factor $1-k^2a^2/24$ then lowers $\hbar vk$ by 1.2% at $a=0.4$ nm. Choose $a$ from the largest relevant $k$, not from the source.
- **Abrupt potentials or varying $\Delta$.** The expansion assumes smooth $U$ and constant $\Delta$. Second order is not established outside those conditions.

## Relation to real nanotube transistors

The parameters are rough typical values for a carbon nanotube device. The current is low for a strongly switched-on tube, which can carry roughly ten microamperes, because the barrier here stays above the source Fermi level. The current depends strongly on the prescribed potential: raising the barrier by 10 meV lowers the step estimate by 28%. Contact resistance is also absent. A rough acoustic mean free path of 300 nm implies about 5% backscattering for fast electrons. Near the barrier top electrons are slow and the path is shorter: if it scales as the square of the local velocity, integrating the inverse path along the 15 nm channel gives nearly 20% for an electron $kT$ above the top. A rough optical-emission path of 15 nm gives an emission probability of up to 63% if electrons could emit along the whole channel. Emission costs roughly 0.2 eV, however, so electrons near the barrier top can emit only after descending towards the drain, and then lack the energy to return over the barrier.

In the Dirac model the second subband holds 0.07% of the first's source density. A nearest-neighbour graphene-lattice calculation gives a half gap of 0.280 eV instead of 0.275 eV, a difference of 1.7% that no refinement of the mesh removes. It also lowers the second subband edge from 0.551 to 0.530 eV above midgap, which raises that subband's share to about 0.15%. The Coulomb energy at distance $d$, with a rough screening constant of 8, is 0.135 eV, a quarter of the gap; $\Delta$ must therefore be read as an effective parameter. The peak field along the channel is 1.3 MV/cm. The channel valence edge lies 0.031 eV below the drain conduction edge, so elastic band-to-band tunnelling is closed. About 0.03 V more drain bias would align the two edges, but confinement puts the channel's highest hole level another 0.023 eV lower. With the barrier held fixed, this level therefore meets the drain conduction edge only after about 0.055 V. Even then few electrons can leave it, because the drain Fermi level lies 0.10 eV above that edge and the states there are about 98% full. If the fourfold-degenerate level stays at this energy and is filled as in the drain, it alone holds about 0.1 hole at alignment, 0.5 at 0.05 V beyond alignment and 2 at 0.10 V beyond alignment. A second hole level, 0.076 eV below the channel valence edge, aligns about 0.054 V after the first and then adds to this count. The source has a gap at that energy, so this tunnelling carries no steady elastic current from source to drain. The remaining mesh values are in the numerical output.

## Numbers as computed

```
hbar*v = 0.550 eV nm; tube (17,0), d = 1.331 nm
half gap = 0.2754 eV; gap = 0.5509 eV
T = 300 K, kT = 0.02585 eV; degeneracy = 4
channel = 15.0 nm; junction tanh width = 2.0 nm
source edge = -0.10 eV; drain bias = 0.40 V
barrier top above source Fermi level = 0.0197 eV
mesh 0.4 nm: HV/a = 1.3750 eV; smallest safe r = 0.6588
a = 0.4 nm: matched t = 1.2442 eV, zone-boundary energy = 2.7638 eV
a = 0.2 nm: matched t = 2.6157 eV, zone-boundary energy = 5.5069 eV
commutator, central / Wilson = 0.0e+00 / 1.38 eV
midgap end states, r=+1 / r=-1: 0 / 2
source density, continuum = 0.57602 per nm
a = 0.4 nm density (per nm): central 1.16010, plain 0.52651, matched 0.57701
a = 0.2 nm density (per nm): central 1.15402, plain 0.54938, matched 0.57626
density order: plain 0.89, matched 2.01
share at |k|>pi/2a: central 0.5000, Wilson 1.7e-28
well: depth 0.30 eV, sigma 1.5 nm; level = 0.124738 eV
level error plain: a=0.2 nm 2.9073 meV, a=0.1 nm 1.4928 meV, order 0.96
level error matched: a=0.2 nm -2.0738 meV, a=0.1 nm -1.0468 meV, order 0.99
level error staggered: a=0.2 nm -0.0177 meV, a=0.1 nm -0.0044 meV, order 2.00
current, continuum = 1.3092 uA
a = 0.4 nm current (uA): central 2.6171, plain 1.2899, staggered 1.3097
a = 0.2 nm current (uA): central 2.6180, plain 1.2990, staggered 1.3093
a = 0.1 nm current (uA): central 2.6182, plain 1.3040, staggered 1.3092
a = 0.4 nm max T error: central-2T 0.00241, plain 0.07604, staggered 0.00037
a = 0.2 nm max T error: central-2T 0.00060, plain 0.03979, staggered 0.00009
a = 0.1 nm max T error: central-2T 0.00015, plain 0.02033, staggered 0.00002
transmission order: plain 0.97, staggered 2.00
oxide 3.0 nm, permittivity 16: C = 0.5217 nF/m; gate = 0.50 V from midgap
gated tube, continuum: phi = 0.3513 V, n = 0.4841 per nm
gated tube, central: phi = 0.3108 V, n = 0.6162 per nm
gated tube, Wilson: phi = 0.3513 V, n = 0.4842 per nm
gated overcount, central = 1.273
second subband / first subband density = 6.90e-04
graphene-lattice half gap = 0.2802 eV
at k = 0.4639 per nm: Dirac 0.3754 eV, graphene lattice 0.3694 eV
Coulomb energy at distance d, screening 8 = 0.135 eV
acoustic backscattering, rough path 300 nm = 0.048
optical emission bound, rough path 15 nm = 0.632
share of current below barrier top = 0.1123
peak channel field = 1.300 MV/cm
channel valence top minus drain conduction edge = -0.0312 eV
```
